\section*{Lithium spin density at the nucleus and its 1s core-polarization term}

\section{Problem}

The contact part of the hyperfine splitting of an atom is proportional to the spin density at the nucleus. Consider lithium, $1s^2 2s$ with $M_S=+\tfrac12$, with a fixed point nucleus and no relativity.

(a) Compute the spin density at the nucleus in restricted open-shell (ROHF) and unrestricted (UHF) Hartree--Fock theory.

(b) Isolate the part of the UHF value that comes from spin polarization of the $1s$ shell, and identify its cause.

(c) The value inferred from the measured splitting is roughly $0.23$ bohr$^{-3}$, or about $1.6$ Å$^{-3}$. What does the comparison say about UHF?

The algebra uses atomic units and real orbitals. All orbitals are taken as $s$ functions. This is self-consistent, because $s$ orbitals produce a spherical field; solutions of broken spatial symmetry are not searched for.

\section{A tempting solution}

The spin density at the nucleus is the expectation value of $\sum_k 2s_{z,k}\,\delta(\mathbf r_k)$. Since $2s_z=\pm1$, a determinant gives
\begin{equation}
\rho_s(0)=\sum_i^{\alpha}\phi_{i\alpha}(0)^2-\sum_i^{\beta}\phi_{i\beta}(0)^2 .
\label{eq:rho}
\end{equation}
In ROHF both spins share the core orbital $c$, which cancels. The open-shell orbital $o$ leaves $\rho_s(0)=o(0)^2=1.125$ Å$^{-3}$ ($0.167$ bohr$^{-3}$).

In UHF, take the eigenfunctions of the $\alpha$ and $\beta$ Fock operators and pair them by name:
\begin{align*}
\phi_{2s\alpha}(0)^2&=1.106\ \text{Å}^{-3},\\
\phi_{1s\alpha}(0)^2-\phi_{1s\beta}(0)^2&=0.410\ \text{Å}^{-3}.
\end{align*}
The sum is $1.516$ Å$^{-3}$ ($0.225$ bohr$^{-3}$). One concludes that core polarization is $0.410$ Å$^{-3}$, that the $2s$ density at the nucleus falls by $0.019$ Å$^{-3}$, and that UHF is accurate to a few percent.

\section{Where it fails}

The two totals are right. The split is not, and the verdict on accuracy does not follow from the comparison alone.

A determinant is unchanged when its occupied $\alpha$ orbitals are rotated among themselves. Under
\begin{equation*}
\phi_1'=\cos\theta\,\phi_1+\sin\theta\,\phi_2,\qquad
\phi_2'=-\sin\theta\,\phi_1+\cos\theta\,\phi_2,
\end{equation*}
the sum $\phi_1(0)^2+\phi_2(0)^2$ is invariant, but $\phi_1(0)^2$ changes by $2\theta\,\phi_1(0)\phi_2(0)$ to first order. The split therefore depends on the choice of orbitals.

The ROHF determinant shows that the eigenfunctions are a bad choice. Let $h$ be the one-electron Hamiltonian, $J$ and $K$ the Coulomb and exchange operators, and $D_\sigma$ the density matrix of spin $\sigma$:
\begin{equation}
F_\sigma=h+J[D_\alpha+D_\beta]-K[D_\sigma].
\end{equation}
For ROHF, $D_\alpha=|c\rangle\langle c|+|o\rangle\langle o|$ and $D_\beta=|c\rangle\langle c|$, so
\begin{equation}
F_\alpha=F_\beta-K_o,\qquad K_o=K\big[|o\rangle\langle o|\big].
\label{eq:diff}
\end{equation}
The ROHF condition $\langle o|F_\beta|c\rangle=0$, derived below, gives $\langle o|F_\alpha|c\rangle=-\langle o|K_o|c\rangle$, which nothing forces to vanish. Diagonalizing $F_\alpha$ within the occupied space, which leaves the determinant unchanged, then mixes $o$ into $c$, and pairing by name reports a core term for a state whose core is unpolarized.

\section{Correct isolation of the core term}

Let $b$ be the occupied $\beta$ orbital and $P_\alpha$ the projector on the occupied $\alpha$ space. Define
\begin{equation}
a=\frac{P_\alpha b}{d},\qquad d=\lVert P_\alpha b\rVert ,
\end{equation}
and let $m$ be the normalized $\alpha$ orbital orthogonal to $a$. Then $\langle a|b\rangle=\langle P_\alpha b|b\rangle/d=d$, and $\langle m|b\rangle=\langle m|P_\alpha b\rangle=d\langle m|a\rangle=0$. These are the corresponding orbitals. Equation \eqref{eq:rho} becomes
\begin{equation}
\rho_s(0)=m(0)^2+\big[a(0)^2-b(0)^2\big].
\label{eq:split}
\end{equation}
The bracket does not depend on how the $\alpha$ orbitals were rotated beforehand, and it vanishes for ROHF, where $a=b=c$ and $m=o$. It is the core-polarization term:
\begin{align*}
a(0)^2-b(0)^2&=46.269-45.883=0.386\ \text{Å}^{-3}\quad(0.057\ \text{bohr}^{-3}),\\
m(0)^2&=1.130\ \text{Å}^{-3}.
\end{align*}
The two core densities are each about $0.03$ Å$^{-3}$ too high in this basis (limit values $46.242$ and $45.855$); the error nearly cancels in their difference, which becomes $0.387$ Å$^{-3}$. The UHF value exceeds the ROHF value by $0.392$ Å$^{-3}$, and the core term supplies $0.3864/0.3915\approx99\%$ of this. The valence term rises slightly, by about $0.005$ Å$^{-3}$, instead of falling.

The naive core term was too large by $0.024$ Å$^{-3}$. With $a(0)=\sqrt{46.27}=6.80$ and $m(0)=\sqrt{1.130}=1.06$ Å$^{-3/2}$, a rotation by $\theta\approx0.024/(2\times6.80\times1.06)\approx0.0017$ accounts for it.

\section{The cause: exchange with the 2s electron}

A small change of the density matrices changes the energy by $\delta E=\mathrm{Tr}\,F_\alpha\delta D_\alpha+\mathrm{Tr}\,F_\beta\delta D_\beta$. ROHF allows three kinds of rotation, with $v$ an empty orbital and $\eta$ small:
\begin{itemize}
\item $c\to c+\eta v$ changes both density matrices by $\eta(|v\rangle\langle c|+|c\rangle\langle v|)$, so $\langle v|F_\alpha+F_\beta|c\rangle=0$.
\item $o\to o+\eta v$ changes $D_\alpha$ alone, so $\langle v|F_\alpha|o\rangle=0$.
\item $c\to c+\eta o$, $o\to o-\eta c$ leaves $D_\alpha$ unchanged, so $\langle o|F_\beta|c\rangle=0$.
\end{itemize}
Equation \eqref{eq:diff} gives $\langle v|F_\alpha-F_\beta|c\rangle=-\langle v|K_o|c\rangle$. Half the sum and half the difference of this and the first condition yield
\begin{equation}
\langle v|F_\alpha|c\rangle=-\tfrac12\langle v|K_o|c\rangle,\qquad
\langle v|F_\beta|c\rangle=+\tfrac12\langle v|K_o|c\rangle .
\label{eq:force}
\end{equation}
UHF may vary the two spins separately. Its other energy gradients, $\alpha$ $o\to v$ and $\beta$ $c\to o$, vanish by the second and third conditions. At the ROHF solution, the force that starts the UHF relaxation is therefore the exchange force \eqref{eq:force}, opposite for the two core electrons.

To follow the response, rotate each occupied orbital $i$ of spin $\sigma$ into the empty ones of that spin, $i'=i+\sum_e\kappa^\sigma_{ei}\,e$. Orthogonality to first order requires $e'=e-\sum_j\kappa^\sigma_{ej}\,j$. The UHF condition $\langle e'|F_\sigma+\delta F_\sigma|i'\rangle=0$ is then, to first order,
\begin{equation}
F^\sigma_{ei}+\sum_f F^\sigma_{ef}\kappa^\sigma_{fi}-\sum_j\kappa^\sigma_{ej}F^\sigma_{ji}
+\langle e|\delta F_\sigma|i\rangle=0,
\label{eq:resp}
\end{equation}
where $f$ runs over empty and $j$ over occupied orbitals, and
\begin{equation*}
\delta F_\sigma=J[\delta D_\alpha+\delta D_\beta]-K[\delta D_\sigma],\qquad
\delta D_\sigma=\sum_{ej}\kappa^\sigma_{ej}\big(|e\rangle\langle j|+|j\rangle\langle e|\big).
\end{equation*}
Name the amplitudes $x_v$ ($\alpha$, $c\to v$), $z_v$ ($\alpha$, $o\to v$), $y_v$ ($\beta$, $c\to v$) and $w$ ($\beta$, $c\to o$). Then $b=c+\sum_v y_v v+w\,o$. Its overlaps with the two rotated $\alpha$ orbitals are $1$ and $w$ to first order, so
\begin{equation*}
a=c+\sum_v x_v v+w\,o,\qquad m=o+\sum_v z_v v-w\,c .
\end{equation*}
In the difference of squares $w$ cancels:
\begin{align}
a(0)^2-b(0)^2&\simeq 2c(0)\sum_v v(0)\,(x_v-y_v),\\
m(0)^2&\simeq o(0)^2+2o(0)\sum_v z_v v(0)-2w\,o(0)c(0).
\end{align}
Solving \eqref{eq:resp} gives a core term of $0.386$ Å$^{-3}$, equal to the full UHF term at this precision.

A simpler estimate drops $\delta F_\sigma$, the amplitudes $z_v$ and $w$, and the spin dependence of the remaining Fock elements. With $\bar F=\tfrac12(F_\alpha+F_\beta)$ it reads
\begin{equation*}
\sum_u(\bar F_{vu}-\delta_{vu}\bar F_{cc})\,x_u=\tfrac12\langle v|K_o|c\rangle,\qquad y_v=-x_v ,
\end{equation*}
where $u$, like $v$, is an empty orbital. It gives $0.264$ Å$^{-3}$, about two thirds of the coupled result. Exchange with $2s$ starts the polarization, and the self-consistent response of the orbitals matters for its size.

\section{What the comparison with experiment shows}

UHF lies close to the rough measured size: $0.225$ against $0.23$ bohr$^{-3}$. The determinant, however, is not a pure doublet, and the contact density is sensitive to this. Write $d=\cos2\eta$, where $\eta$ is now a fixed angle, and
\begin{equation*}
a=\cos\eta\,p+\sin\eta\,q,\qquad b=\cos\eta\,p-\sin\eta\,q,
\end{equation*}
with $p,q,m$ orthonormal. With a bar for spin $\beta$, expansion gives
\begin{equation}
|a\bar b m|=\cos^2\!\eta\,|p\bar p m|-\sin^2\!\eta\,|q\bar q m|
-\sqrt2\cos\eta\sin\eta\;T,\quad
T=\frac{|p\bar q m|+|\bar p q m|}{\sqrt2},
\label{eq:expand}
\end{equation}
where $|q\bar p m|=-|\bar p q m|$ was used. The first two terms are doublets. In $T$ a triplet pair is joined to the electron in $m$. The quartet with $M_S=\tfrac12$ is
\begin{equation*}
\mathcal Q=\big(|pq\bar m|+|p\bar q m|+|\bar p q m|\big)/\sqrt3,
\qquad \langle \mathcal Q|T\rangle=\frac{2}{\sqrt2\sqrt3}=\sqrt{\tfrac23}.
\end{equation*}
So $T$ is two thirds quartet and one third doublet. The quartet weight of the determinant is $2\cos^2\!\eta\sin^2\!\eta\cdot\tfrac23=\tfrac13\sin^2 2\eta=\tfrac13(1-d^2)$. Since $S(S+1)$ is $\tfrac{15}{4}$ for a quartet and $\tfrac34$ for a doublet, a difference of 3,
\begin{equation}
\langle S^2\rangle=\tfrac34+1-d^2=0.750016 .
\end{equation}

The contamination, $1.6\times10^{-5}$, looks negligible, but it is quadratic in $\eta$. The core term is linear for small $\eta$:
\begin{equation*}
a(0)^2-b(0)^2=4\cos\eta\sin\eta\,p(0)q(0),
\end{equation*}
and it arises from the cross terms between $T$ and the doublets in \eqref{eq:expand}. Removing the quartet replaces $T$ by
\begin{equation*}
T-\sqrt{\tfrac23}\,\mathcal Q=\tfrac13T-\tfrac{\sqrt2}{3}\,|pq\bar m| .
\end{equation*}
The last determinant differs from $|p\bar p m|$ in two spin orbitals, so the one-electron contact operator does not connect them. The linear term keeps the factor $\tfrac13$:
\begin{equation}
\rho_s^{\rm proj}(0)\simeq m(0)^2+\tfrac13\big[a(0)^2-b(0)^2\big]
=1.130+\tfrac13(0.386)=1.259\ \text{Å}^{-3}.
\end{equation}
Explicit projection also gives $1.259$ Å$^{-3}$ ($0.187$ bohr$^{-3}$), about $0.81$ of the rough measured size, against $0.72$ for ROHF. Here the orbitals are those of UHF; they were not reoptimized after projection.

UHF thus contains the polarization mechanism that ROHF lacks, and its value drops by 17\% when the quartet is removed at fixed orbitals. This drop is not the error of UHF, because the projected function is no longer optimal. Let $\Phi=|p\bar p m|$, $T_D=T-\sqrt{2/3}\,\mathcal Q$ and $V=\langle\Phi|H|T\rangle$. Since $H$ commutes with $S^2$, $\langle\Phi|H|\mathcal Q\rangle=0$, so $\langle\Phi|H|T_D\rangle=V$ while $\langle T_D|T_D\rangle=\tfrac13$. For $\Phi+\epsilon T$ the energy changes by $2\epsilon V+\epsilon^2\Delta$, with minimum at $\epsilon=-V/\Delta$. For $\Phi+\epsilon T_D$ it changes by $2\epsilon V+\tfrac13\epsilon^2\Delta'$, with minimum at $\epsilon=-3V/\Delta'$. Here $\Delta$ and $\Delta'$ are the excitation energies of the normalized $T$ and $T_D$. If they are similar, the factor 3 cancels the factor $\tfrac13$, and a reoptimized doublet recovers a core term of the same order as UHF. The $|q\bar q m|$ term, ignored so far, enters at the same order: its coefficient is $-\eta^2\simeq-\tfrac12\epsilon^2$ and it couples to $\Phi$ through the exchange integral $K_{pq}>0$, adding $-\epsilon^2K_{pq}$ in both cases. The core terms then scale as $1/(\Delta-K_{pq})$ for UHF and $1/(\Delta'-3K_{pq})$ for the reoptimized projected function, so for similar $\Delta$ and $\Delta'$, and $\Delta'>3K_{pq}$ as a minimum requires, the latter is the larger. The estimate holds $p$, $q$ and $m$ fixed and gives an order of magnitude, not a value. Neither the closeness of UHF to a two-figure measured value nor the drop on projection fixes the error of UHF. All three values omit relativity and nuclear size, and they miss nearly all of the electron correlation, since ROHF and UHF are single determinants and the projected function uses only the three orbitals $p$, $q$ and $m$; a reliable prediction needs a correlated wave function, with its spin contamination kept under control.

The numerical check repeats the ROHF and UHF calculations in a second Laguerre basis and in a Gaussian basis. The spin densities agree within about $0.002$ Å$^{-3}$, so their third decimal is uncertain: the larger Laguerre basis gives $1.124$ Å$^{-3}$ for ROHF. At the basis limit the core, valence and projected terms move by up to $0.001$ Å$^{-3}$ (core term $0.387$, $m(0)^2=1.129$, projected value $1.258$ Å$^{-3}$ or $0.186$ bohr$^{-3}$), while $a(0)^2$ and $b(0)^2$ separately move by about $0.03$ Å$^{-3}$. Basis errors largely cancel in differences: UHF minus ROHF is $0.3915$, $0.3920$ and $0.3918$ Å$^{-3}$ in the three bases.

\section*{Calculated quantities}
\begin{verbatim}
Laguerre basis functions: 20
decay constant lambda: 2.457 A^-1
one bohr^-3: 6.74833 A^-3
ROHF energy: -202.2548 eV
UHF energy: -202.2555 eV
UHF minus ROHF energy: -0.000653 eV
ROHF spin density at nucleus: 1.1248 A^-3 = 0.1667 bohr^-3
UHF spin density at nucleus: 1.5163 A^-3 = 0.2247 bohr^-3
UHF minus ROHF spin density: 0.3915 A^-3 = 0.0580 bohr^-3
core polarization, corresponding orbitals: 0.3864 A^-3 = 0.0573 bohr^-3
valence term m(0)^2: 1.1299 A^-3
a(0)^2: 46.2694 A^-3
b(0)^2: 45.8830 A^-3
core difference, canonical orbitals: 0.4103 A^-3
valence term, canonical orbitals: 1.1059 A^-3
core term, coupled linear response: 0.3864 A^-3
core term, bare exchange response: 0.2636 A^-3
beta 1s-2s mixing, linear response: 0.0029 A^-3
2s relaxation, linear response: 0.0022 A^-3
1 - d^2: 1.568e-05 (no unit)
UHF <S^2>: 0.7500157 hbar^2
projected UHF spin density: 1.2589 A^-3 = 0.1865 bohr^-3
m(0)^2 + core/3: 1.2587 A^-3
measured, rough size: 1.55 A^-3 = 0.23 bohr^-3
ROHF / rough measured: 0.72 (no unit)
UHF / rough measured: 0.98 (no unit)
projected / rough measured: 0.81 (no unit)
cusp ratio of UHF spin density (ideal 1): 1.0001 (no unit)
second basis, ROHF spin density: 1.1242 A^-3
second basis, UHF spin density: 1.5162 A^-3
Gaussian basis, ROHF spin density: 1.1231 A^-3
Gaussian basis, UHF spin density: 1.5149 A^-3
Gaussian basis, ROHF energy: -202.2548 eV
Gaussian basis, UHF energy: -202.2554 eV
\end{verbatim}
